# Pick-off lifetime of orthopositronium in a spherical void and its inversion

Orthopositronium (o-Ps) trapped in a small void in a solid usually dies by pick-off: its positron annihilates with an electron of the surrounding material instead of with its own partner. In the Tao-Eldrup model the void is a sphere of radius $R$, a layer of electrons of thickness $\Delta$ lines it, and the positronium is confined by a hard wall at $R_0=R+\Delta$. The pick-off lifetime is

$$
\tau=\frac{1}{\lambda_A P},\qquad
P=1-\frac{R}{R_0}+\frac{1}{2\pi}\sin\frac{2\pi R}{R_0}. \tag{1}
$$

Here $P$ is the ground-state probability of finding the positronium in the layer, and $\lambda_A$ is the annihilation rate there. With the conventional values $\lambda_A=2\ \mathrm{ns^{-1}}$ and $\Delta=0.166$ nm, a lifetime of 2.0 ns corresponds to $R=0.286$ nm. The thickness $\Delta$ is an empirical calibration constant, and the derivation does not predict it.

The rate $\lambda_A$ comes from a spin average. Free positronium annihilates from its spin singlet at the rate $\lambda_S$, mainly into two photons, and from its triplet at the much smaller rate $\lambda_T$, mainly into three. In o-Ps the positron and its own electron form a triplet, but an electron of the wall has a random spin. Let $\rho_+$ be the spin density matrix of the positron and $I/2$ that of the wall electron. The probability that this new pair is in the singlet $|S\rangle$ is

$$
\mathrm{Tr}\left[|S\rangle\langle S|\left(\rho_+\otimes\tfrac12 I\right)\right]
=\tfrac12\mathrm{Tr}_+\left[\rho_+\,\mathrm{Tr}_-|S\rangle\langle S|\right]
=\tfrac12\cdot\tfrac12\,\mathrm{Tr}_+\rho_+=\tfrac14 .
$$

The second equality uses the fact that tracing the singlet over the electron leaves $I/2$ for the positron. The other three quarters of the weight is triplet. If the electron density at the positron in the layer is assumed equal to that in free positronium, then

$$
\lambda_A=\tfrac14(\lambda_S+3\lambda_T).
$$

The two free rates are taken here as inputs from quantum electrodynamics at leading order,

$$
\lambda_S=\frac{\alpha^5m_ec^2}{2\hbar},\qquad
\lambda_T=\frac{2(\pi^2-9)}{9\pi}\frac{\alpha^6m_ec^2}{\hbar},
$$

where $\alpha$ is the fine-structure constant. They are $8.03$ and $0.00721\ \mathrm{ns^{-1}}$, so the average is $(8.0325+3\times0.0072)/4=2.01\ \mathrm{ns^{-1}}$. This motivates the rounded value $2\ \mathrm{ns^{-1}}$. The contact density in a real wall may differ from the assumed one; the rest of the derivation holds for any uniform $\lambda_A$.

The next ingredient is the wavefunction. The positronium is treated as a point particle of mass $2m_e$, with $\psi$ describing its centre of mass. Inside the hard wall its kinetic energy operator is $-\hbar^2\nabla^2/(4m_e)$. For a spherically symmetric state, put $\psi=u/r$. Then $\nabla^2\psi=u''/r$, and the Schrödinger equation becomes

$$
-\frac{\hbar^2}{4m_e}u''=Eu,\qquad u(0)=u(R_0)=0 .
$$

The first boundary condition keeps $\psi$ finite at the centre, and the second is the hard wall. The solutions are $u=A\sin kr$ with $kR_0=n\pi$, and the lowest has $n=1$. A state of angular momentum $l>0$ has the additional positive term $\hbar^2l(l+1)/(4m_er^2)$ in its radial Hamiltonian. Its energy is therefore the expectation value of the $l=0$ Hamiltonian, which cannot lie below the $l=0$ ground energy, plus a positive amount. The ground state is thus the $l=0$, $n=1$ state. Normalization requires

$$
1=4\pi A^2\int_0^{R_0}\sin^2\frac{\pi r}{R_0}\,dr=2\pi A^2R_0,
$$

which gives

$$
\psi(r)=\frac{\sin(\pi r/R_0)}{r\sqrt{2\pi R_0}},\qquad
E=\frac{\pi^2\hbar^2}{4m_eR_0^2}. \tag{2}
$$

To connect this state with a decay rate, add the absorptive term $-i\hbar\lambda_A/2$ to the Hamiltonian in the layer. The time-dependent Schrödinger equation then gives the continuity equation

$$
\frac{\partial|\Psi|^2}{\partial t}=-\nabla\cdot\mathbf j-\lambda_A\,\Theta(r-R)\,|\Psi|^2 ,
$$

where $\mathbf j$ is the probability current and $\Theta$ is the unit step. The factor $1/2$ in the absorptive term has disappeared because $\Psi$ and $\Psi^*$ contribute equally to the loss. Integrate over the sphere of radius $R_0$. No current crosses the hard wall, so the surviving probability $N$ obeys

$$
\frac{dN}{dt}=-\lambda_A\int_{R<r<R_0}|\Psi|^2\,d^3r\simeq-\lambda_AP\,N .
$$

The last step assumes that the positronium has settled into its ground state and that absorption hardly changes the shape of that state. This is first-order perturbation theory in $\hbar\lambda_A$. For the example below, $\hbar\lambda_A=1.3\times10^{-6}$ eV, while the nearest level that a spherical layer can mix into the ground state, the $l=0$, $n=2$ state, lies $3E=2.77$ eV above it, so the approximation is very good. (The first excited level, with $l=1$, lies lower, at 0.96 eV, but is not coupled by symmetry.)

The absorption can also be treated without perturbation theory. In the void $u\propto\sin kr$, and in the layer $u\propto\sin q(R_0-r)$, where $q^2=k^2+2im_e\lambda_A/\hbar$. Continuity of $u'/u$ at $R$ requires $k\cot kR=-q\cot q\Delta$. The complex root of this equation gives a decay rate of $0.50000000\ \mathrm{ns^{-1}}$ for the example, in agreement with $\lambda_AP$ to the digits shown.

It remains to evaluate the probability in the layer. With $4\pi r^2|\psi|^2=(2/R_0)\sin^2(\pi r/R_0)$ and $2\sin^2x=1-\cos2x$,

$$
\begin{aligned}
P&=\frac{1}{R_0}\int_R^{R_0}\left(1-\cos\frac{2\pi r}{R_0}\right)dr\\
&=\frac{1}{R_0}\left[r-\frac{R_0}{2\pi}\sin\frac{2\pi r}{R_0}\right]_R^{R_0}
=1-\frac{R}{R_0}+\frac{1}{2\pi}\sin\frac{2\pi R}{R_0}.
\end{aligned}
$$

The sine vanishes at the upper limit, and the two minus signs at the lower limit give the plus sign in (1).

For the inversion it is convenient to use the layer fraction $\delta=\Delta/R_0$. Since $R/R_0=1-\delta$ and $\sin(2\pi-2\pi\delta)=-\sin2\pi\delta$,

$$
P(\delta)=\delta-\frac{\sin2\pi\delta}{2\pi},\qquad
\frac{dP}{d\delta}=1-\cos2\pi\delta=2\sin^2\pi\delta . \tag{3}
$$

The derivative is positive for $0<\delta<1$, so $P$ rises steadily from 0 to 1 as the void shrinks from infinite radius to zero. At fixed $\Delta$, every lifetime longer than $1/\lambda_A=0.5$ ns therefore corresponds to one radius. A shorter lifetime has no solution in this model.

Three cases show how the lifetime behaves. For a large void, $\delta$ is small, and expanding the sine to fifth order gives

$$
P=\frac{(2\pi)^2\delta^3}{6}-\frac{(2\pi)^4\delta^5}{120}+\cdots
=\frac{2\pi^2}{3}\delta^3\left(1-\frac{\pi^2}{5}\delta^2+\cdots\right).
$$

The radial amplitude $u$ vanishes linearly at the wall, so its square vanishes quadratically, and the integral over a thin layer is cubic in the thickness. For positronium that stays in the ground state, the pick-off lifetime then grows as $R_0^3$. In the middle of the range, $\delta=1/2$ gives $P=1/2$: a void with $R=\Delta=0.166$ nm has a lifetime of 1.0 ns. For a very small void, put $x=R/R_0=1-\delta$. Equation (1) gives $P\simeq1-2\pi^2x^3/3$, so the lifetime exceeds $1/\lambda_A$ by a relative amount of about $2\pi^2x^3/3$. It hardly responds to the radius there, and a lifetime close to 0.5 ns determines $R$ poorly.

Now take $\tau=2.0$ ns. The required probability is

$$
p=\frac{1}{\lambda_A\tau}=\frac{1}{2\times2.0}=0.25 .
$$

The equation $P(\delta)=p$ is transcendental, and Newton's method solves it through

$$
\delta_{n+1}=\delta_n-\frac{\delta_n-\sin(2\pi\delta_n)/(2\pi)-p}{2\sin^2\pi\delta_n}.
$$

The cubic law supplies the starting value $\delta_0=(3p/2\pi^2)^{1/3}=0.3362$. At this point the numerator is $0.3362-0.1364-0.25=-0.0502$ and the denominator is 1.515. The first step therefore gives $\delta_1=0.3362+0.0331=0.3693$. The next two iterates are 0.36763 and 0.36763, equal to this precision. Hence

$$
R_0=\frac{0.166}{0.36763}=0.4515\ \mathrm{nm},\qquad
R=R_0-\Delta=0.2855\ \mathrm{nm}=2.855\ \text{Å}.
$$

The void volume, $4\pi R^3/3$, is 0.098 nm³. Returning to (1) with $R/R_0=0.6324$ gives $P=1-0.6324-0.1176=0.250$, as required. Direct integration of the density and numerical diagonalization of the radial Hamiltonian give the same layer probability, as the numerical output shows. The confinement energy follows from (2). With $\hbar^2/(4m_e)=0.01905\ \mathrm{eV\,nm^2}$, it is $0.01905\,\pi^2/0.4515^2=0.92$ eV.

The effect of an error in the lifetime follows from the chain rule. Since $d\delta/dR=-\Delta/R_0^2$ and $1/(\lambda_AP^2)=\lambda_A\tau^2$,

$$
\frac{d\tau}{dR}=-\frac{1}{\lambda_AP^2}\frac{dP}{d\delta}\frac{d\delta}{dR}
=\frac{2\lambda_A\tau^2\Delta\sin^2\pi\delta}{R_0^2}. \tag{4}
$$

In the example this slope is 10.9 ns/nm, so an error of 0.05 ns in the lifetime changes the radius by about 0.005 nm. The radius also depends on the calibration of $\Delta$. At fixed $\lambda_A\tau$ the value of $\delta$ is fixed, and $R=\Delta(1/\delta-1)$ is proportional to $\Delta$. Raising $\Delta$ by 0.01 nm raises the inferred radius by 0.017 nm.

Equation (1) describes pick-off alone. If the positronium also decays at its own rate $\lambda_T$ while it is outside the layer, the observed lifetime satisfies

$$
\frac1\tau=\lambda_AP+\lambda_T(1-P),\qquad
P=\frac{1/\tau-\lambda_T}{\lambda_A-\lambda_T}.
$$

For 2.0 ns this lowers $P$ from 0.2500 to 0.2473 and raises the radius by 0.002 nm. Using the unrounded rate of $2.01\ \mathrm{ns^{-1}}$ instead, with intrinsic decay again left out, raises it by 0.001 nm. Both shifts are negligible here. In large voids intrinsic decay is essential: the pick-off lifetime grows without limit, whereas the total lifetime tends to $1/\lambda_T$, about 139 ns with the leading-order rate. For the ground state alone, the cubic law puts the radius at which the two decay channels become comparable near 1.9 nm. At room temperature, excited levels raise the pick-off rate in voids of this size and move that radius outward, to about 2.4 nm for a Boltzmann average over the levels at 300 K.

Thermal excitation also limits the use of the ground-state formula in large voids. The first excited level has $l=1$ and is threefold degenerate. At 300 K its population relative to the ground state is $3\exp(-0.9643/0.02585)\approx2\times10^{-16}$ in the example. The gap falls as $1/R_0^2$, and this ratio reaches 5% at a void radius of about 1.2 nm. As the void grows further, more levels become populated, and the layer probability must be averaged over them. Intrinsic decay is already a larger correction than thermal excitation at 1.2 nm.

The hard wall is another simplification. As an alternative, place a potential step of finite height $V$ at the void edge and let electrons fill all the space beyond it. The wavefunction is then $u=\sin kr$ inside and $u=\sin(kR)\,e^{-\kappa(r-R)}$ outside, with $k\cot kR=-\kappa$ and $\kappa^2=4m_e(V-E)/\hbar^2$. Integrating $u^2$ over the two regions gives

$$
P_{\rm out}=\frac{\sin^2(kR)/(2\kappa)}
{R/2-\sin(2kR)/(4k)+\sin^2(kR)/(2\kappa)} .
$$

For a fair comparison the two models must be calibrated to each other. Requiring the same probability at $R=0.40$ nm, with $\lambda_A$ unchanged, gives $V=1.39$ eV. With this height held fixed, a lifetime of 2.0 ns corresponds to $R=0.320$ nm, which is 0.034 nm or 12% above the hard-wall result. Both the size and the sign of this shift depend on the radius chosen for the calibration: matching at 0.20, 0.30 or 0.50 nm gives $-0.043$, $+0.006$ or $+0.052$ nm, and the shift would vanish if the models were matched at 2.0 ns itself. A finite wall also binds no state in very small voids; for $V=1.39$ eV the limit is $R=0.184$ nm. The two models differ in how penetration depends on size. Shrinking the void enlarges the region of high potential and raises $E$, so the decay length $1/\kappa$ grows, whereas the hard-wall model keeps $\Delta$ fixed.

Shape has a similar effect. Consider a rectangular void with a layer of the same thickness $\Delta$ on every face, including the edges and corners. The wavefunction is a product of cosines. For an edge $a$ and a wall separation $L=a+2\Delta$, the probability of lying inside the void along that direction is

$$
f(a)=\frac2L\int_{-a/2}^{a/2}\cos^2\frac{\pi x}{L}\,dx
=\frac aL+\frac1\pi\sin\frac{\pi a}{L}.
$$

For a cube, $P=1-f(a)^3$. Setting this to 0.25 gives $a=0.516$ nm. A sphere of the same volume would have a radius of 0.320 nm, so the cube holds 1.41 times the volume inferred from the spherical formula. For edges in the ratio 1:1:2, the equal-volume radius is 0.344 nm and the volume ratio is 1.74. The same lifetime can therefore belong to quite different volumes when the layer and its annihilation rate are held fixed. Unlike the finite wall, these boxes were not calibrated to the sphere. If $\Delta$ is refitted so that each box matches the sphere of equal volume at $R=0.40$ nm, it becomes 0.148 nm for the cube and 0.137 nm for the 1:1:2 box, and the shifts at 2.0 ns fall to $+0.001$ and $-0.002$ nm. Shape matters mainly when the voids being measured differ in shape from those on which $\Delta$ was calibrated.

In a glassy polymer the free-volume voids are irregular and vary in size, so the assumption of a single spherical void fails. For the two box shapes above, a change of shape at fixed $\Delta$ moves the equal-volume radius by 0.035 to 0.058 nm. A spread in size matters less if it is modest: a Gaussian distribution of radii centred on the inferred 0.2855 nm, with an assumed standard deviation of 0.03 nm and all voids equally weighted, has a mean lifetime of 2.02 ns. Inverting that mean overestimates the mean radius by 0.002 nm. The weighting matters: if the trapping probability is proportional to void volume, the same distribution has a mean lifetime of 2.12 ns, and the inverted radius lies 0.011 nm above the centre of the distribution.

The model also ignores the internal size of positronium. The mean distance between electron and positron in free positronium is 0.159 nm, or 0.56 of the inferred void radius. The positron is therefore not located at the centre of mass that $\psi$ describes, and the wall may distort the pair. The empirical $\Delta$ may absorb part of this effect, but the error has not been calculated here.

A reasonable reading of the 2.0 ns lifetime is an equivalent spherical radius of about 0.29 nm on the conventional calibration. The examples of wall and shape show that the model error can reach several hundredths of a nanometre, well above the 0.005 nm that a lifetime error of 0.05 ns would cause, when the voids differ in size or shape from those used to calibrate $\Delta$. Their shifts should not simply be added as corrections, because a calibration of $\Delta$ on voids of similar size and shape removes most of them in these examples, and how far the conventional value does so for a given material is not determined here.

## Values computed for the example and the checks

```
Chosen lifetime: 2.000 ns
Layer thickness Delta: 0.166 nm
Conventional layer rate: 2.000 1/ns
Shortest lifetime of the model: 0.500 ns
Singlet rate, leading order: 8.0325 1/ns
Triplet rate, leading order: 0.007211 1/ns
Spin-averaged rate: 2.0135 1/ns
Required layer probability: 0.2500
Newton delta, iterate 0: 0.3361841
Newton delta, iterate 1: 0.3693105
Newton delta, iterate 2: 0.3676329
Newton delta, iterate 3: 0.3676291
Newton delta, iterate 4: 0.3676291
Hard-wall radius R0: 0.45154 nm
Void radius R: 0.28554 nm = 2.8554 angstrom
Void volume: 0.09752 nm^3
P by quadrature: 0.25000000
P by diagonalization: 0.25000000
Rate from complex eigenvalue: 0.50000000 1/ns
hbar times layer rate: 1.316e-06 eV
Kinetic constant hbar^2/(4 m_e): 0.019050 eV nm^2
Ground-state energy: 0.9221 eV
Gap to first excited level: 0.9643 eV
Slope d tau/dR: 10.901 ns/nm
Radius change for +0.05 ns, linear: 0.00459 nm
Radius change for Delta +0.01 nm: 0.01720 nm
Shift, intrinsic decay: +0.00201 nm
Shift, unrounded layer rate: +0.00124 nm
Finite-wall calibration radius: 0.400 nm
Calibrated wall height: 1.3868 eV
Radius with finite wall: 0.31955 nm
Shift, finite wall: +0.03401 nm
Cube edge at same lifetime: 0.51623 nm
Cube equal-volume radius: 0.32024 nm
Cube volume / sphere volume: 1.4107
Short edge of 1:1:2 void: 0.43977 nm
1:1:2 void equal-volume radius: 0.34372 nm
1:1:2 volume / sphere volume: 1.7443
Assumed standard deviation of radii: 0.030 nm
Mean lifetime with this spread: 2.02067 ns
Radius bias from spread: +0.00189 nm
Temperature: 300.0 K
Thermal energy kT: 0.02585 eV
Excited/ground population ratio: 1.893e-16
Void radius for population ratio 0.05: 1.1969 nm
Mean e-minus e-plus distance in free Ps: 0.15875 nm
Ps distance / void radius: 0.5560
```
